# Feshbach projection for two-electron atoms: resonance energy, shift and width

Someone who computes an autoionizing level of a two-electron atom must decide where to stop. Diagonalizing the Hamiltonian in functions that avoid the ionic ground state gives a real energy $E_s$. One can spend further effort on refining $E_s$, or on its coupling to the continuum, which moves the level by $\Delta$ and gives it a width $\Gamma$. For the lowest $^1S$ autoionizing state of helium, in the model computed below, the last enlargement of the angular basis changes $E_s$ by $0.00004$ hartree, while $\Delta$ is $0.0009$ hartree. At that stage the coupling matters more.

The result to be derived is the condition for the complex resonance energy $z$,

$$z=E_s+F(z),\qquad F(E)=\Delta(E)-\tfrac{i}{2}\Gamma(E)\ \text{ for real }E. \qquad (1)$$

It is reached twice: from a decaying state with an outgoing wave, and from a real standing wave and its phase shift.

## The two spaces

Hartree atomic units are used. The nucleus has charge $Z$ and infinite mass, relativity is left out, and energy zero is double ionization. The Hamiltonian is $H=h_1+h_2+1/r_{12}$. The one-electron ion has energies $-Z^2/(2N^2)$. The energy lies between its $N=1$ and $N=2$ thresholds, so one electron can escape only if the other stays in 1s. The symmetry is $^1S$, with a spatial function symmetric in the electrons.

Let $p_i$ project electron $i$ on the hydrogenic 1s orbital, whose reduced radial function and energy are

$$\phi(r)=2Z^{3/2}re^{-Zr},\qquad h\phi=E_{1s}\phi,\qquad E_{1s}=-Z^2/2 .$$

"Neither electron is in 1s" is expressed by

$$Q=(1-p_1)(1-p_2),\qquad P=1-Q=p_1+p_2-p_1p_2 .$$

Since $p_1$ and $p_2$ are commuting projectors, $Q^2=Q$, and therefore $P^2=P$. The product term is needed: $(p_1+p_2)^2=p_1+p_2+2p_1p_2$, and $p_1+p_2$ has eigenvalue 2 on $1s^2$.

In $Q$ space, a distant electron leaves the other one in an orbital orthogonal to 1s, with energy at least $-Z^2/8$. The continuum of $QHQ$ therefore starts at the $N=2$ threshold. Discrete eigenstates $\Phi_n$ with energies $E_n$ can lie below it. Let $\Phi_s$, real and normalized, be one that is well separated from the others.

**Functions in $P$ space.** For symmetric $\Psi$, let $g(2)=\langle\phi(1)|\Psi\rangle$ and $c=\langle\phi|g\rangle$. Then

$$P\Psi=\phi(1)g(2)+g(1)\phi(2)-c\,\phi(1)\phi(2).$$

With $u=\sqrt2\,(g-c\phi/2)$ this becomes

$$P\Psi=\frac{\phi(1)u(2)+u(1)\phi(2)}{\sqrt2},\qquad \|P\Psi\|^2=\langle u|u\rangle+|\langle\phi|u\rangle|^2 .$$

The metric for $u$ is thus $\mathcal N=1+|\phi\rangle\langle\phi|$. It is positive, so $u$ is unique and may overlap with 1s.

**The operator $PHP$.** By exchange symmetry, its matrix element between functions built from $u'$ and $u$ is $\langle\phi u'|H|\phi u\rangle+\langle\phi u'|H|u\phi\rangle$. The first term gives $\langle u'|E_{1s}+h+J|u\rangle$. In the second, the one-body part is

$$\langle\phi|h|u\rangle\langle u'|\phi\rangle+\langle\phi|u\rangle\langle u'|h|\phi\rangle=2E_{1s}\langle u'|\phi\rangle\langle\phi|u\rangle,$$

because $h\phi=E_{1s}\phi$. The repulsion gives exchange. Hence $PHP$ is represented by

$$\mathcal H_P=h+E_{1s}+J+K+2E_{1s}|\phi\rangle\langle\phi| ,$$

$$J(r)=\int_0^\infty\frac{\phi(r')^2}{r_>}dr',\qquad (Ku)(r)=\phi(r)\int_0^\infty\frac{\phi(r')u(r')}{r_>}dr' ,$$

with $r_>$ the larger of $r,r'$. At large $r$, $J\to1/r$, so the escaping electron sees charge $Z-1$ and has $k^2/2=E-E_{1s}$.

**The coupling.** Since $\Phi_s$ is symmetric,

$$\langle\Phi_s|H|P\Psi\rangle=\sqrt2\,\langle\Phi_s|h_1+h_2+1/r_{12}|\phi(1)u(2)\rangle .$$

The $h_1$ term is $E_{1s}$ times the overlap of $\Phi_s$ with $\phi(1)u(2)$, which is zero. The $h_2$ term contains $\phi(1)(hu)(2)$ and vanishes for the same reason. Only the repulsion couples the spaces.

To write this radially, expand

$$\Phi_s=\sum_l\frac{F_l(r_1,r_2)}{r_1r_2}\frac{\sqrt{2l+1}}{4\pi}P_l(\cos\theta_{12}).$$

The $P$ function has $l=0$. Inserting $1/r_{12}=\sum_k (r_<^k/r_>^{k+1})P_k(\cos\theta_{12})$ leaves the angular integral

$$\frac{\sqrt{2l+1}}2\int_{-1}^1P_l(x)P_k(x)\,dx=\frac{\delta_{kl}}{\sqrt{2l+1}} .$$

The coupling is therefore $\langle v_s|u\rangle$, where

$$v_s(r)=\sqrt2\sum_l\frac1{\sqrt{2l+1}}\int_0^\infty F_l(r',r)\,\phi(r')\frac{r_<^l}{r_>^{l+1}}dr' . \qquad (2)$$

**The coupled equations.** Applying $P$ and $Q$ to $(E-H)\Psi=0$ gives

$$(E-PHP)P\Psi=PHQ\Psi,\qquad (E-QHQ)Q\Psi=QHP\Psi .$$

Solving the second for $Q\Psi$ and inserting it in the first would produce the full optical potential $PHQ(E-QHQ)^{-1}QHP$. It has a pole at $E_s$, so the resonant state is kept explicit. Write $Q\Psi=\sum_na_n\Phi_n$, the sum including an integral over the closed $Q$ continuum. Projection on $\Phi_n$ gives $(E-E_n)a_n=\langle\Phi_n|H|P\Psi\rangle$. Eliminating every $n\ne s$ leaves

$$(E-H')P\Psi=a_sPH\Phi_s,\qquad (E-E_s)a_s=\langle\Phi_s|H|P\Psi\rangle, \qquad (3)$$

$$H'(E)=PHP+\sum_{n\ne s}\frac{PH|\Phi_n\rangle\langle\Phi_n|HP}{E-E_n}.$$

No approximation has been made in reaching (3). For real $E$ away from the other $E_n$, $H'(E)$ is Hermitian. If $E$ approaches another $E_n$, its term grows without limit, and the two states should then be kept explicit together.

## First derivation: a decaying state

A decaying state has an outgoing wave and no incoming one. The first equation in (3) then has the solution

$$P\Psi=a_s(E-H'+i0)^{-1}PH\Phi_s .$$

The sign $+i0$ gives the wave number a small positive imaginary part, so $e^{ikr}$ decays and the outgoing wave is selected. Insertion in the second equation gives

$$[E-E_s-F(E)]\,a_s=0,$$

$$F(E)=\langle\Phi_s|HP(E-H'+i0)^{-1}PH|\Phi_s\rangle .$$

A solution with $a_s\ne0$ requires (1).

To split $F$ into its parts, fix real $E$ in $H'(E)$ and expand in the eigenstates of this Hermitian operator: bound states $\chi_b$ with energies $\varepsilon_b$, and continuum states $\chi_\varepsilon$ with $\langle\chi_\varepsilon|\chi_{\varepsilon'}\rangle=\delta(\varepsilon-\varepsilon')$. Then

$$F(E)=\sum_b\frac{|\langle\Phi_s|H|\chi_b\rangle|^2}{E-\varepsilon_b}+\int_{E_{1s}}^\infty\frac{|\langle\Phi_s|H|\chi_\varepsilon\rangle|^2}{E-\varepsilon+i0}\,d\varepsilon .$$

From $1/(x+i0)=\mathrm{PV}(1/x)-i\pi\delta(x)$ it follows that

$$\Gamma(E)=2\pi|V_E|^2,\qquad V_E=\langle\Phi_s|H|\chi_E\rangle, \qquad (4)$$

$$\Delta(E)=\sum_b\frac{|\langle\Phi_s|H|\chi_b\rangle|^2}{E-\varepsilon_b}+\mathrm{PV}\!\int_{E_{1s}}^\infty\frac{|\langle\Phi_s|H|\chi_\varepsilon\rangle|^2}{E-\varepsilon}\,d\varepsilon . \qquad (5)$$

States below $E$ push the level up and states above push it down. Equation (5) thus contains terms of both signs. It does not fix the sign of $\Delta$, and it gives no guarantee that $E_s$ bounds the resonance energy.

If $\Gamma\ne0$, equation (1) has no solution at the real resonance position. $F$ must be continued from the upper half plane through the cut of the open channel. Physically, the outgoing wave is followed to complex $k$. The pole has $\operatorname{Im}z<0$, and $|e^{-izt}|^2=e^{2t\operatorname{Im}z}$, so the decay rate is $-2\operatorname{Im}z$.

For a narrow resonance, let $E_r=E_s+\Delta(E_r)$ and $z=E_r+\zeta$. To first order in $\zeta$, with derivatives at $E_r$,

$$\zeta\left(1-\Delta'+\tfrac i2\Gamma'\right)=-\tfrac i2\Gamma .$$

Multiplying by the complex conjugate of the bracket gives

$$\zeta=\frac{-\tfrac i2\Gamma(1-\Delta')-\tfrac14\Gamma\Gamma'}{(1-\Delta')^2+\Gamma'^2/4}.$$

When $|\Gamma'|\ll|1-\Delta'|$,

$$\Gamma_{\rm pole}=-2\operatorname{Im}z\simeq\frac{\Gamma(E_r)}{1-\Delta'(E_r)},\qquad \operatorname{Re}z-E_r\simeq-\frac{\Gamma\Gamma'}{4(1-\Delta')^2}. \qquad (6)$$

## Second derivation: a real standing wave

Now $E$ stays real and no $i0$ is introduced. In radial form the first equation in (3) is

$$(E\mathcal N-\mathcal H')u=a_sv_s,\qquad \mathcal H'=\mathcal H_P+\sum_{n\ne s}\frac{|v_n\rangle\langle v_n|}{E-E_n}.$$

Let $\chi(r)$ be the regular solution with zero right-hand side. At large $r$,

$$\chi\to A\sin(\theta+\delta_b),\qquad u\to A\sin(\theta+\delta),\qquad A=\sqrt{\frac{2}{\pi k}},$$

where $\theta$ is the phase of the regular Coulomb wave for charge $Z-1$, and $d\theta/dr\to k$. The amplitude follows from energy normalization: $\int_0^\infty\sin kr\,\sin k'r\,dr$ contains $(\pi/2)\delta(k-k')$, and $\delta(k-k')=k\,\delta(\varepsilon-\varepsilon')$, so $A^2\pi k/2=1$. The localized term in $\mathcal N$ does not change this delta function.

Multiply the equation for $u$ by $\chi$, the equation for $\chi$ by $u$, subtract, and integrate to a large radius $R$. The potentials, the exchange and the projection terms are symmetric and cancel as $R$ grows. In $E\mathcal N-\mathcal H'$ the kinetic energy appears as $+\tfrac12d^2/dr^2$, which leaves a surface term:

$$\tfrac12(\chi u'-\chi'u)_R=a_s\langle v_s|\chi\rangle=a_sV_E .$$

The asymptotic forms turn the left side into

$$\tfrac12A^2k\sin(\delta_b-\delta)=-\frac1\pi\sin\delta_r,\qquad \delta_r=\delta-\delta_b .$$

Hence

$$\sin\delta_r=-\pi a_sV_E . \qquad (7)$$

A second relation fixes $a_s$. Since $\sin(\theta+\delta)=\cos\delta_r\sin(\theta+\delta_b)+\sin\delta_r\cos(\theta+\delta_b)$, one may write

$$u=\cos\delta_r\,\chi+a_sg,\qquad (E\mathcal N-\mathcal H')g=v_s,\qquad g\to-\pi V_EA\cos(\theta+\delta_b).$$

Here $g$ is the particular solution with no sine part, and its amplitude follows from (7). Define $D(E)=\langle v_s|g\rangle$. The second equation in (3) becomes

$$(E-E_s)a_s=\langle v_s|u\rangle=\cos\delta_r\,V_E+a_sD .$$

Collecting the $a_s$ terms, multiplying by $-\pi V_E$ and using (7) gives

$$\tan\delta_r=-\frac{\pi V_E^2}{E-E_s-D(E)} . \qquad (8)$$

To identify $D$, consider $g-i\pi V_E\chi$. It satisfies the same inhomogeneous equation as $g$, and at large $r$ it tends to $-\pi V_EAe^{i(\theta+\delta_b)}$. It is therefore the outgoing solution of the first derivation, so

$$F=\langle v_s|g-i\pi V_E\chi\rangle=D-i\pi V_E^2 .$$

Thus $D=\Delta$ and $2\pi V_E^2=\Gamma$, without a spectral expansion. The resonant factor of the scattering matrix is

$$e^{2i\delta_r}=\frac{1+i\tan\delta_r}{1-i\tan\delta_r}=\frac{E-E_s-\Delta-i\Gamma/2}{E-E_s-\Delta+i\Gamma/2}.$$

Its denominator is $E-E_s-F(E)$. Continued to complex energy, its zero is condition (1).

## What each derivation assumes

Both use the exact 1s orbital, one open channel, an explicit state $\Phi_s$ and, through (3), the complete set of $QHQ$ states $\Phi_n$. An approximate core orbital would spoil the step that removed the one-body terms from the coupling. Such terms would then have to be kept.

The first derivation assumes a purely outgoing wave and, for the pole, an analytic continuation. Its splitting into (4) and (5) also assumes a complete set of eigenstates of $H'(E)$. In return, the form of $F$ does not depend on the number of open channels. Above the $N=2$ threshold, $P$ must contain the newly open channels as well, and the delta function then gives a sum of partial widths.

The second assumes real energy and the asymptotic form of one open channel. It needs neither the complete set of eigenstates of $H'(E)$ nor complex energy. It yields the phase $\delta=\delta_b+\delta_r$ of the full scattering solution, whose split into $\delta_b$ and $\delta_r$ rests on $H'$ and so on the division of the space. With several channels, its single phase must be replaced by a matrix. It gives a pole only after continuation.

The quantities also differ in status. $E_s$ and $\Delta$ depend on how the space was divided. The pole does not: (3) is equivalent to the full Schrödinger equation, and (1) states that this equation has an outgoing solution, provided that solution contains $\Phi_s$.

Two limits show the size of the effects. If $V_E=0$ at $E=E_r$, the width vanishes, but (5) can still give a shift through other energies. For large $Z$, put $r=\rho/Z$:

$$H=Z^2\left[\tilde h_1+\tilde h_2+\frac1{Z\rho_{12}}\right].$$

The coupling inside the bracket is of order $1/Z$, so its square times $Z^2$ is of order $Z^0$. Both $\Gamma$ and $\Delta$ therefore tend to constants at leading order in this nonrelativistic model, while $E_s$ grows as $Z^2$. The other $Q$ states do not alter this. Even for a partner in the same shell, $E-E_n$ is of order $1/Z$ in the bracket, so its term in $H'$ is of order $(1/Z)^2/(1/Z)=1/Z$ there and becomes negligible.

## The lowest $^1S$ autoionizing state of helium

The example has $Z=2$, 16 radial functions for each $l$, and electron pairs with $l=0$ to 3. The thresholds are $-2$ and $-0.5$ hartree. The numerical output follows this text.

In the matrix of the full $H$, eight eigenvalues lie below $E_s$. They are bound levels and discretized 1s-continuum states, so their number belongs to this radial basis and changes with it (a more diffuse basis of 18 functions gives 11). In $QHQ$ the state is the lowest. Adding a large energy penalty to $P$, built from the analytic 1s function, gives the same $E_s$ to the printed digits.

With $s$ pairs alone, $E_s=-0.722864$ hartree. The $p$, $d$ and $f$ pairs lower it by $0.055327$, $0.000529$ and $0.000041$ hartree, to $-0.778761$ hartree. The weights of $s$ and $p$ pairs in $\Phi_s$ are 0.718 and 0.281, so the usual label $2s^2$ refers only to the $s$-pair part and leaves out the substantial $p$-pair part. The next $QHQ$ level, at $-0.621968$ hartree in this basis, is $0.157$ hartree away. It converges more slowly than $E_s$: 24 radial functions and pairs up to $l=5$ lower it by about $0.0006$ hartree. This is about 34 times the width found below, so treating $\Phi_s$ as isolated is reasonable.

With bare $PHP$ in place of $H'$, the shift at $E_s$ is $0.000757$ hartree. Its two lowest bound levels contribute $0.000005$ and $0.000226$ hartree, both positive, as (5) requires for levels below $E_s$. The remaining $0.000526$ hartree comes from the higher bound levels and the continuum together. Including the other $Q$ states raises the shift to $0.000907$ hartree, by 20% of its bare value. It lowers the width from $0.004608$ to $0.004553$ hartree, by 1.2%. Here the shift is the more sensitive of the two.

Solving for the real position gives

$$E_r=-0.778761+0.000908=-0.777853\ \text{hartree}.$$

The shift is $0.0247$ eV, about one fifth of the width. At $E_r$ the outgoing solution and the golden rule (4) both give $\Gamma=0.0045513$ hartree. With $\Delta'=0.00057$, equation (6) gives

$$\Gamma_{\rm pole}\simeq\frac{0.0045513}{1-0.00057}=0.0045539\ \text{hartree},$$

which agrees with the direct solution of (1) to the printed digits. The real part of the pole, $-0.7778505$ hartree, lies roughly $2$ to $3\times10^{-6}$ hartree above $E_r$, which is printed to six decimals only. By (6) this requires $\Gamma'<0$, consistent with the small fall of $\Gamma$ between $E_s$ and $E_r$.

The phase formula was tested at $E_r+0.3\Gamma$. For constant $\Gamma$ and $\Delta$, (8) gives $-0.5/0.3=-1.667$. With their energy dependence it gives $-1.66641$, as does the directly solved scattering problem. The negative sign means that $\delta_r$ has passed $\pi/2$.

An independent calculation rotated the electron coordinates into the complex plane and used the full $H$ without $P$ or $Q$. At a rotation angle of 0.5 rad its pole lies $3\times10^{-6}$ hartree from the Feshbach pole. Between 0.4 and 0.5 rad its own pole also moves by about $3\times10^{-6}$ hartree: about $2\times10^{-6}$ in the real part and $2\times10^{-6}$ in the imaginary part, that is $4\times10^{-6}$ in the width. An exact eigenvalue would not depend on the angle, so the distance between the two poles is of the same size as the angle dependence of the finite rotated basis, and the comparison cannot resolve anything finer.

For this model the resonance energy is $-0.7779$ hartree, or $-21.17$ eV. The width is $0.00455$ hartree, or $0.124$ eV, and the lifetime is $5.3$ fs. Higher partial waves, nuclear motion and relativity are left out. The agreement of the two poles measures the treatment of the continuum within the model, not the distance to the real atom. The many-digit values above belong to the model: adding pairs with $l=4$ and 5 lowers $E_s$ by a further $0.000014$ hartree, the real part of the pole by about $0.000012$ hartree, and the width by about $0.000008$ hartree, to $0.004545$ hartree, so the third digit of the width is not yet settled.

## Calculated quantities

```
nuclear charge Z: 2; radial functions per l: 16
grid radius: 30 bohr; grid nodes: 270
singlet pair functions: 544; of these in P: 16
N=1 and N=2 thresholds: -2.0000, -0.5000 hartree
largest eigenvalue of p1+p2 (no product term): 2.000000
E_s with pairs up to l=0: -0.722864 hartree
E_s with pairs up to l=1: -0.778191 hartree
E_s with pairs up to l=2: -0.778720 hartree
E_s with pairs up to l=3: -0.778761 hartree
weight of l=0 pairs in Phi_s: 0.71831
weight of l=1 pairs in Phi_s: 0.28126
weight of l=2 pairs in Phi_s: 0.00042
weight of l=3 pairs in Phi_s: 0.00001
lowest four QHQ levels: [-0.778761 -0.621968 -0.588383 -0.535846] hartree
E_s from penalty on P: -0.778761 hartree
lowest eigenvalue of full H: -2.903281 hartree
eigenvalues of full H matrix below E_s: 8
lowest two PHP levels: [-2.872507 -2.143449] hartree
their parts of the bare shift: [5.00e-06 2.26e-04] hartree
bare PHP, at E_s: shift 0.000757 hartree
bare PHP, at E_s: width 0.004608 hartree
with other Q states, at E_s: shift 0.000907 hartree
with other Q states, at E_s: width 0.004553 hartree
E_r = E_s + Delta(E_r): -0.777853 hartree
shift Delta(E_r): 0.000908 hartree = 0.0247 eV
width Gamma(E_r), Green function: 0.0045513 hartree
width Gamma(E_r), golden rule: 0.0045513 hartree
slope dDelta/dE at E_r: 0.00057
Gamma/(1-slope): 0.0045539 hartree
Feshbach pole, real part: -0.7778505 hartree = -21.1664 eV
Feshbach pole, width: 0.0045539 hartree = 0.1239 eV
complex scaling, angle 0.4 rad: energy -0.7778507, width 0.0045525 hartree
complex scaling, angle 0.5 rad: energy -0.7778486, width 0.0045488 hartree
distance of the two poles: 3.2e-06 hartree
lifetime 1/Gamma: 5.312 fs
ejected-electron energy E_r - E_1s: 1.222147 hartree
F at E_s+0.6i, outgoing wave: 0.0002905-0.0019365j hartree
F at E_s+0.6i, box-state sum: 0.0002905-0.0019365j hartree
tan(resonant phase) at E_r+0.3 Gamma, direct: -1.666410
tan(resonant phase) at E_r+0.3 Gamma, formula: -1.666410
```
